**Zero pressure in jellium and in stabilized jellium**

In Hartree atomic units, with $n=3/(4\pi r_s^3)$ and $e_J$ the kinetic, exchange and Perdew-Wang correlation energy per electron, the jellium pressure $P_J=n^2de_J/dn$ vanishes only near $r_s=4.2$. Empty-core ions of valence $z$ and core radius $r_c$ add $w_R=3r_c^2/2r_s^3$ and $e_M=-0.9z^{2/3}/r_s$ per electron; the cell average of the ion potential minus the background potential is $C=w_R+e_M/3$ and adds the pressure $nC$, so equilibrium needs $C=-P_J/n$. The program asserts the kinetic, exchange and cell formulas against quadrature, pressures and bulk moduli against finite differences of energies, and equilibrium densities against direct minimization, and it asserts a single extremum of $e_J$ on a scan of $0.1\le r_s\le100$. For self-consistent slabs (Thomas-Fermi plus von Weizsäcker plus LDA) at $r_s=2$ and $6$ it asserts $\phi(\text{edge})-\phi(\text{bulk})=P_J/n+C\,n(\text{edge})/n$ within 1% of $|P_J/n|$, where $\phi$ is the electrostatic potential energy of an electron. It also asserts, within 1% of $|P_J|$, that the force on opening a gap in the background is $P_J+Cn$, or $P_J$ if $C$ fills the gap. The output shows the zero at $r_s=4.185$ ($4.823$ with exchange only) and, for $r_s=2$ and $z=3$, $P_J=88.7$ GPa, $C=-2.75$ eV and $r_c=1.06$ bohr. In the slab rows $C^*=-P_J/n$, and at $r_s=2$ the force falls from $88.71$ GPa at $C=0$ to $-0.02$ GPa at $C=C^*$. $B_J$, $B_{SJ}$ and $B_{\rm lin}=B_J-2P_J$ are the bulk moduli of jellium, of the ion model and of a potential linear in the background density.

## Numerical verification

```python
# Jellium pressure and the stabilized jellium constant (Hartree atomic units).
# n = 3/(4 pi rs^3); e_J = t_s + e_x + e_c energy per electron; P_J = n^2 de_J/dn.
# Claims: P_J vanishes only at rs near 4.2. With empty-core ions (valence z, core rc,
# cell radius r0 = z^(1/3) rs): w_R = 3 rc^2/(2 rs^3), e_M = -0.9 z^(2/3)/rs, and the cell
# average C of (pseudopotential - background potential) is w_R + e_M/3 and adds pressure
# n C, so P = 0 needs C = -P_J/n. For a slab with potential C on the background:
# phi(edge)-phi(bulk) = P_J/n + C n(edge)/n and cleavage force -dE/dg = P_J + C n.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
EV = pc['Hartree energy in eV'][0]
PW = 'LDA_C_PW'
dens = lambda rs: 3 / (4 * pi * rs**3)

def corr(n, code=PW):
    ec, vc, fc = libxc.eval_xc(',' + code, np.atleast_1d(n).astype(float), spin=0, deriv=2)[:3]
    return ec, vc[0], fc[0]

def gas(n, code=PW):
    """energy per electron, chemical potential, and its density derivative"""
    n = np.atleast_1d(n).astype(float)
    kf = (3 * pi**2 * n)**(1 / 3)
    e, mu, dmu = 0.3*kf**2 - 3*kf/(4*pi), 0.5*kf**2 - kf/pi, (kf**2 - kf/pi)/(3*n)
    if code:
        ec, vc, fc = corr(n, code)
        e, mu, dmu = e + ec, mu + vc, dmu + fc
    return e, mu, dmu

e_J = lambda rs, code=PW: gas(dens(rs), code)[0][0]
P_J = lambda rs, code=PW: dens(rs) * (gas(dens(rs), code)[1][0] - e_J(rs, code))
B_J = lambda rs: dens(rs)**2 * gas(dens(rs))[2][0]
C_star = lambda rs: -P_J(rs) / dens(rs)

def fd_PB(efun, rs):
    """pressure -de/dv and bulk modulus v d2e/dv2 by five-point differences in volume"""
    v = 1 / dens(rs); d = 4e-3 * v
    f = [efun((3 * (v + j*d) / (4*pi))**(1/3)) for j in (-2, -1, 0, 1, 2)]
    return (-(f[0] - 8*f[1] + 8*f[3] - f[4]) / (12*d),
            v * (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12*d*d))

# kinetic and exchange coefficients from Fermi-sphere integrals at rs = 1
kf1 = (9*pi/4)**(1/3)
a_kin, b_x = 0.3*kf1**2, 3*kf1/(4*pi)
n_quad = quad(lambda k: k*k/pi**2, 0, kf1)[0]
t_quad = quad(lambda k: k**4/(2*pi**2), 0, kf1)[0] / n_quad
pair = 16*pi**2 * dblquad(lambda q, k: k*q*np.log((k+q)/(k-q)), 0, kf1, 0, lambda k: k)[0]
x_quad = -4*pi*pair / (2*pi)**6 / n_quad
assert abs(n_quad/dens(1.0) - 1) < 1e-10 and abs(t_quad - a_kin) < 1e-10
assert abs(x_quad + b_x) < 1e-6
print(f"1 Ha/bohr^3 = {GPA:.1f} GPa; 1 Ha = {EV:.4f} eV")
print(f"a = {a_kin:.6f} Ha bohr^2, b = {b_x:.6f} Ha bohr (quadrature {-x_quad:.6f})")

# jellium pressure, its zero and the bulk modulus
for rs in (1.5, 2., 3., 4., 5., 6.):
    p, bm = fd_PB(e_J, rs); scale = dens(rs) * a_kin / rs**2
    assert abs(p - P_J(rs)) < 1e-7*scale and abs(bm - B_J(rs)) < 1e-6*scale
argmin = lambda f, lo, hi: minimize_scalar(f, bounds=(lo, hi), method='bounded',
                                           options={'xatol': 1e-10}).x
assert abs(argmin(lambda r: e_J(r, None), 2, 8) - 2*a_kin/b_x) < 1e-5
print(f"zero pressure, exchange only: rs = 2a/b = {2*a_kin/b_x:.4f} bohr")
for code in (PW, 'LDA_C_PZ', 'LDA_C_VWN'):
    root = brentq(lambda r: P_J(r, code), 2, 8, xtol=1e-13)
    assert abs(argmin(lambda r: e_J(r, code), 2, 8) - root) < 1e-5 and 4.1 < root < 4.3
    print(f"zero pressure, {code}: rs = {root:.4f} bohr")
r_star = brentq(P_J, 2, 8, xtol=1e-13)
scan = np.logspace(-1, 2, 400)
ec, vc, _ = corr(dens(scan))
assert np.all(np.diff(-3*scan*(vc - ec)) > 0) and np.all(vc < ec)
slope = np.diff(gas(dens(scan))[0])
assert np.sum(np.sign(slope[1:]) != np.sign(slope[:-1])) == 1
ec0, vc0, _ = corr(dens(r_star))
print(f"at r*: 2a/rs = {2*a_kin/r_star:.5f}, rs^2 dec/drs = {-3*r_star*(vc0[0]-ec0[0]):.5f} Ha bohr")
print(f"at r*: e_J = {e_J(r_star):.5f} Ha = {e_J(r_star)*EV:.3f} eV, B_J = {B_J(r_star)*GPA:.3f} GPa")
print(f"B_J = 0 at rs = {brentq(B_J, 4.5, 7):.3f} bohr")
print(f"rough sodium input rs = 3.9: P_J = {P_J(3.9)*GPA:.2f} GPa, C = {C_star(3.9)*EV:.3f} eV")

# Wigner-Seitz sphere from the definitions, by Gauss-Legendre quadrature
gx, gw = np.polynomial.legendre.leggauss(8)
def gl(f, lo, hi):
    return 0.5*(hi - lo) * sum(w * f(0.5*(hi + lo) + 0.5*(hi - lo)*x) for x, w in zip(gx, gw))

def cell(rs, z, rc):
    """electrostatic plus core energy per electron, and cell average of the difference potential"""
    n, r0 = dens(rs), z**(1/3) * rs
    v_bg = lambda r: -(gl(lambda s: 4*pi*n*s*s, 0, r)/r + gl(lambda s: 4*pi*n*s, r, r0))
    avg_ps = gl(lambda r: -4*pi*n*z*r, rc, r0) / z
    avg_bg = gl(lambda r: 4*pi*n*r*r*v_bg(r), 0, r0) / z
    return avg_ps - 0.5*avg_bg, avg_ps - avg_bg

w_R = lambda rs, rc: 1.5 * rc**2 / rs**3
e_M = lambda rs, z: -0.9 * z**(2/3) / rs
rc_fit = lambda rs, z: np.sqrt(2*rs**3/3 * (C_star(rs) + 0.3*z**(2/3)/rs))
B_SJ = lambda rs, z: B_J(rs) + dens(rs)*(2*w_R(rs, rc_fit(rs, z)) + 4*e_M(rs, z)/9)
for rs, z, rc in ((2., 3, 0.7), (4., 1, 1.2), (5., 2, 3.0)):
    en, dv = cell(rs, z, rc)
    assert abs(en - w_R(rs, rc) - e_M(rs, z)) < 1e-11
    assert abs(dv - w_R(rs, rc) - e_M(rs, z)/3) < 1e-11
    assert abs(fd_PB(lambda r: cell(r, z, rc)[0], rs)[0] / dens(rs) - dv) < 1e-8
for z in (1, 3):
    for rs in (2., 4., 6.):
        tot = lambda rc: (lambda r: e_J(r) + cell(r, z, rc)[0])
        rc_num = brentq(lambda rc: fd_PB(tot(rc), rs)[0], 0.01, 0.9*z**(1/3)*rs, xtol=1e-10)
        assert abs(rc_num - rc_fit(rs, z)) < 1e-6
        assert abs(cell(rs, z, rc_num)[1] - C_star(rs)) < 1e-7
        assert abs(argmin(tot(rc_num), 0.8*rs, 1.2*rs) - rs) < 1e-5
        assert abs(fd_PB(tot(rc_num), rs)[1] / B_SJ(rs, z) - 1) < 1e-5 and B_SJ(rs, z) > 0
    rs_min = brentq(lambda r: C_star(r) + 0.3*z**(2/3)/r, 0.5, 2, xtol=1e-12)
    point = brentq(lambda r: fd_PB(lambda s: e_J(s) + cell(s, z, 0.)[0], r)[0], 0.5, 2)
    assert abs(point - rs_min) < 1e-6
    print(f"z = {z}: real core radius needs rs > {rs_min:.4f} bohr")
assert abs(fd_PB(lambda r: cell(r, 1, r_star/np.sqrt(5))[0], r_star)[0]) < 1e-10
print(f"z = 1 at r*: rc = r0/sqrt5 = {r_star/np.sqrt(5):.4f} bohr")
for rs in (2., 4., 6.):
    p, bm = fd_PB(lambda r: e_J(r) + C_star(rs)*dens(r)/dens(rs), rs)
    assert abs(p) < 1e-6*abs(P_J(rs)) and abs(bm/(B_J(rs) - 2*P_J(rs)) - 1) < 1e-4
assert B_J(2.) - 2*P_J(2.) < 0
print(f"linear model B_J - 2 P_J = 0 at rs = {brentq(lambda r: B_J(r)-2*P_J(r), 1.5, 4):.3f} bohr")

# worked example
rs, z = 2., 3
n = dens(rs); ec, vc, _ = corr(n); rc = rc_fit(rs, z)
print(f"example rs = {rs} bohr, z = {z}: n = {n:.6f} bohr^-3, r0 = {z**(1/3)*rs:.4f} bohr")
print(f" t_s = {a_kin/rs**2:.5f}, e_x = {-b_x/rs:.5f}, e_c = {ec[0]:.5f}, e_J = {e_J(rs):.5f} Ha")
print(f" n de/dn: kin {2*a_kin/(3*rs**2):.5f}, x {-b_x/(3*rs):.5f}, c {vc[0]-ec[0]:.5f} Ha")
print(f" P_J = {P_J(rs):.6f} Ha/bohr^3 = {P_J(rs)*GPA:.2f} GPa")
print(f" C = {C_star(rs):.5f} Ha = {C_star(rs)*EV:.3f} eV, rc = {rc:.4f} bohr")
print(f" w_R = {w_R(rs, rc):.5f}, e_M = {e_M(rs, z):.5f}, e_M/3 = {e_M(rs, z)/3:.5f} Ha")
print(f" e_SJ = {e_J(rs)+w_R(rs, rc)+e_M(rs, z):.5f} Ha")
print(f" B_J = {B_J(rs)*GPA:.1f}, B_SJ = {B_SJ(rs, z)*GPA:.1f}, B_lin = {(B_J(rs)-2*P_J(rs))*GPA:.1f} GPa")
print("z = 1: rs/bohr, P_J/GPa, C/Ha, C/eV, rc/bohr, B_J/GPa, B_SJ/GPa, B_lin/GPa")
for r in (2., 3., 4., 5., 6.):
    print(f" {r:.0f} {P_J(r)*GPA:8.3f} {C_star(r):8.5f} {C_star(r)*EV:7.3f} {rc_fit(r, 1):6.3f}"
          f" {B_J(r)*GPA:8.3f} {B_SJ(r, 1)*GPA:8.3f} {(B_J(r)-2*P_J(r))*GPA:8.3f}")

# self-consistent slab: Thomas-Fermi + von Weizsaecker + LDA, psi = sqrt(n), u = phi - mu,
# mirror plane at x = 0, gap of 2k cells, half thickness 10 rs, 25 bohr of vacuum
def slab(rs, C, k, fill, guess):
    h, nb, nbar = rs/80, 800, dens(rs)
    N = nb + int(25/h) + 4
    idx = np.arange(N)
    bg = ((idx >= k) & (idx < k + nb)).astype(float)
    th = (idx < k + nb).astype(float) if fill else bg
    off, d_psi, d_u = np.ones(N - 1), -2*np.ones(N), -2*np.ones(N)
    d_psi[0] = d_u[0] = d_u[-1] = -1
    L_psi = sp.diags([off, d_psi, off], [-1, 0, 1]) / h**2
    L_u = sp.diags([off, d_u, off], [-1, 0, 1]) / h**2
    if guess is None:
        beta = 2/np.sqrt(rs)
        f = 1 / (1 + np.exp(beta*((idx + 0.5) - k - nb)*h))
        psi = np.sqrt(nbar*f)
        u = (beta**2*((1-f)**2/8 - f*(1-f)/4) - gas(np.maximum(psi**2, 1e-12))[1] - C*f)
    else:
        psi, u = guess[0].copy(), guess[1].copy()
    for it in range(200):
        rho = psi**2
        _, mu, dmu = gas(np.maximum(rho, 1e-12))
        res = np.concatenate([-0.5*(L_psi @ psi) + (mu + u + C*th)*psi,
                              L_u @ u - 4*pi*(nbar*bg - rho)])
        J = sp.bmat([[-0.5*L_psi + sp.diags(mu + u + C*th + 2*rho*dmu), sp.diags(psi)],
                     [sp.diags(8*pi*psi), L_u]], format='csc')
        step = spsolve(J, -res)
        su, sq = np.max(np.abs(step[N:])), np.max(np.abs(step[:N]))
        s = min(1.0, 0.05/(su + 1e-300), 0.2*np.sqrt(nbar)/(sq + 1e-300))
        psi, u = np.abs(psi + s*step[:N]), u + s*step[N:]
        if max(su, sq) < 1e-9:
            break
    assert max(su, sq) < 1e-9
    rho = psi**2
    field = 4*pi*h*np.cumsum(nbar*bg - rho)
    E = (0.5*(np.sum(np.diff(psi)**2) + psi[-1]**2)/h + h*np.sum(field**2)/(8*pi)
         + h*np.sum(rho*(gas(np.maximum(rho, 1e-12))[0] + C*th)))
    j = k + nb
    return 2*E, psi, u, 0.5*(u[j-1] + u[j]) - u[0], 0.5*(rho[j-1] + rho[j])/nbar

shift = lambda y: np.concatenate([y[:1], y[:-1]])
for rs in (2., 6.):
    print(f"slab rs = {rs:.0f}: C/C*, n(edge)/n, dphi/Ha, theorem/Ha, force/GPa, predicted/GPa")
    nbar, start = dens(rs), None
    for mult, fill in ((0, False), (1, False), (1, True), (2, False)):
        C = mult * C_star(rs)
        E0, psi, u, dphi, ratio = slab(rs, C, 0, fill, start)
        start, energies = (psi, u), [E0]
        for k in (1, 2, 3):
            Ek, psi, u, _, _ = slab(rs, C, k, fill, (shift(psi), shift(u)))
            energies.append(Ek)
        force = -np.dot([-11, 18, -9, 2], energies) / (6 * 2*rs/80)
        predicted = P_J(rs) + (0 if fill else C*nbar)
        theorem = P_J(rs)/nbar + C*ratio
        assert abs(dphi - theorem) < 0.01*abs(C_star(rs))
        assert abs(force - predicted) < 0.01*abs(P_J(rs))
        tag = "gap filled" if fill else ""
        print(f" {mult} {ratio:.4f} {dphi:8.5f} {theorem:8.5f} {force*GPA:8.3f} {predicted*GPA:8.3f} {tag}")
print("every check passed")
```

Printed output:

```
1 Ha/bohr^3 = 29421.0 GPa; 1 Ha = 27.2114 eV
a = 1.104951 Ha bohr^2, b = 0.458165 Ha bohr (quadrature 0.458165)
zero pressure, exchange only: rs = 2a/b = 4.8234 bohr
zero pressure, LDA_C_PW: rs = 4.1850 bohr
zero pressure, LDA_C_PZ: rs = 4.1759 bohr
zero pressure, LDA_C_VWN: rs = 4.1844 bohr
at r*: 2a/rs = 0.52805, rs^2 dec/drs = 0.06989 Ha bohr
at r*: e_J = -0.07750 Ha = -2.109 eV, B_J = 1.467 GPa
B_J = 0 at rs = 5.250 bohr
rough sodium input rs = 3.9: P_J = 0.42 GPa, C = -0.098 eV
z = 1: real core radius needs rs > 1.5878 bohr
z = 3: real core radius needs rs > 0.9395 bohr
z = 1 at r*: rc = r0/sqrt5 = 1.8716 bohr
linear model B_J - 2 P_J = 0 at rs = 2.136 bohr
example rs = 2.0 bohr, z = 3: n = 0.029842 bohr^-3, r0 = 2.8845 bohr
 t_s = 0.27624, e_x = -0.22908, e_c = -0.04476, e_J = 0.00240 Ha
 n de/dn: kin 0.18416, x -0.07636, c -0.00673 Ha
 P_J = 0.003016 Ha/bohr^3 = 88.73 GPa
 C = -0.10106 Ha = -2.750 eV, rc = 1.0607 bohr
 w_R = 0.21095, e_M = -0.93604, e_M/3 = -0.31201 Ha
 e_SJ = -0.72269 Ha
 B_J = 173.7, B_SJ = 178.9, B_lin = -3.7 GPa
z = 1: rs/bohr, P_J/GPa, C/Ha, C/eV, rc/bohr, B_J/GPa, B_SJ/GPa, B_lin/GPa
 2   88.731 -0.10106  -2.750  0.511  173.744   84.078   -3.719
 3    6.459 -0.02483  -0.676  1.163   16.101   20.526    3.184
 4    0.243 -0.00222  -0.060  1.762    2.153    7.154    1.667
 5   -0.356  0.00634   0.172  2.351    0.143    3.103    0.855
 6   -0.323  0.00993   0.270  2.938   -0.175    1.555    0.471
slab rs = 2: C/C*, n(edge)/n, dphi/Ha, theorem/Ha, force/GPa, predicted/GPa
 0 0.4457  0.10107  0.10106   88.710   88.731 
 1 0.4356  0.05704  0.05704   -0.019    0.000 
 1 0.4356  0.05704  0.05704   88.710   88.731 gap filled
 2 0.4236  0.01545  0.01544  -88.741  -88.731 
slab rs = 6: C/C*, n(edge)/n, dphi/Ha, theorem/Ha, force/GPa, predicted/GPa
 0 0.4036 -0.00993 -0.00993   -0.323   -0.323 
 1 0.4145 -0.00581 -0.00581   -0.000    0.000 
 1 0.4145 -0.00581 -0.00581   -0.323   -0.323 gap filled
 2 0.4249 -0.00149 -0.00149    0.323    0.323 
every check passed
```
